How softened modes change a defect's entropy and equilibrium concentration

**Question**

I am estimating the concentration of a substitutional donor in an oxide film. The donor has six oxygen neighbours, so I count 6 × 3 = 18 vibrational modes around it. Suppose all 18 frequencies are ten percent lower than they would be without softening. How much formation entropy does this add, if the modes are classical and harmonic, and by what factor does the equilibrium concentration change?

Three things confuse me. A classical oscillator has average energy kT whatever its frequency, so why should the concentration change at all? Is "ten percent softer" a statement about frequencies or about springs? And when I weaken the springs around one site in a periodic supercell, no mode shifts by anything like ten percent. Has the effect disappeared in the large cell?

**Answer**

Compare two versions of the same defect, one with frequencies ωᵢ and one with ωᵢ′ = sωᵢ, where s = 0.9 and i runs over N = 18 modes. Hold fixed the masses, the number of modes, the static energy, the volume, the chemical potentials and, since your donor is charged, the Fermi level. The result is then the entropy added by softening, not the whole formation entropy.

**One classical mode**

For a mode of mass m and force constant K, the energy is p²/(2m) + Kx²/2, and ω = √(K/m). The partition function is the phase-space integral divided by Planck's constant h = 2πħ. Its two Gaussian integrals give

Z = (1/h) √(2πmkT) √(2πkT/K)
  = (2πkT/h) √(m/K)
  = kT/(ħω).

The free energy is therefore

F = −kT ln Z = kT ln(ħω/kT).

Differentiate at fixed ω. The prefactor T contributes k ln(ħω/kT) to ∂F/∂T, and the T inside the logarithm contributes −k. Hence

S = −∂F/∂T = k[1 + ln(kT/ħω)],
U = F + TS = kT.

This settles the first puzzle. Softening leaves the average energy alone, but it widens the range of displacements available at that energy. Equilibrium is governed by free energy, which includes this gain in entropy.

For N independent modes, subtract the two entropies. The ones and the factors kT/ħ cancel:

ΔS = −k Σ ln(ωᵢ′/ωᵢ) = −Nk ln s.

The original frequencies have dropped out, so they need not be equal. Since −ln 0.9 = 0.10536,

ΔS = 18 × 0.10536 k = 1.90 k = 0.163 meV/K.

The small-change estimate −ln s ≈ 1 − s would give 1.8 k.

**From entropy to concentration**

Let M equivalent sites each hold at most one defect, and let g be the free energy of forming one defect, including exchange with the reservoirs but not the entropy of choosing a site. Define w = exp(−g/kT). There are C(M,n) ways to place n non-interacting defects, so the sum over all n is

Ξ = Σ C(M,n) wⁿ = (1 + w)^M.

Each term carries n powers of w, so w ∂/∂w brings down n. The mean site fraction is

⟨n⟩/M = (w/M) ∂ln Ξ/∂w = w/(1 + w).

Because ΔU = 0, softening changes g by −TΔS. Thus

w′ = w exp(ΔS/k) = w s^(−N).

Write r = s^(−N). The ratio of site fractions is

c′/c = r (1 + w)/(1 + rw).

When both w and rw are much less than one, this becomes

c′/c = r = 0.9^(−18) = 6.66.

So the answer to your main question is an added entropy of about 1.9 k and a concentration about 6.7 times larger. Diluteness matters: starting from w = 0.1, the factor is 6.66 × 1.1/1.666 = 4.40, because the sites begin to fill.

**Frequencies, springs and masses**

At fixed mass, ω is proportional to √K. A ten percent fall in frequency therefore needs K′ = 0.81K, a 19 percent fall in stiffness. If K itself falls by ten percent, then

ΔS = −(N/2)k ln 0.9 = 0.948 k,
c′/c = 0.9^(−9) = 2.58.

Lowering ω by using a heavier atom is different again. For an atom exchanged between a site of stiffness K and a classical reservoir site of stiffness K_r, each direction of motion contributes

Z_site/Z_res = √(m/K)/√(m/K_r) = √(K_r/K).

The mass cancels. The heavier atom has more entropy in both places, so this change does not favour the defect.

**What happens in a supercell**

Small individual shifts are what a large supercell should show: weakening 18 springs is not the same operation as softening 18 modes.

Let D be the mass-weighted force-constant matrix, whose eigenvalues are ω². The product of its eigenvalues is its determinant, so

ΔS = −(k/2) ln(det D′/det D),

with the uniform translations, which have zero frequency, removed from both determinants. The half appears because the eigenvalues are squared frequencies.

A simple cubic lattice shows what a weakened spring does. Take equal masses, nearest-neighbour springs, and three displacement components that do not couple. This is a model lattice, not indium oxide. Weaken the six bonds of one site by δ = 1 − s² = 0.19. With three components per bond, that alters 18 scalar springs.

For one component, let each column of B describe one weakened bond, with +1 on one end and −1 on the other. In units of the spring constant divided by the mass,

D′ = D − δBBᵀ.

The entries of each column of B sum to zero, so every column is orthogonal to the uniform translation. On the remaining space D can be inverted; call this inverse D⁺. Taking a factor √D out on each side leaves the determinant of 1 − δ√D⁺BBᵀ√D⁺. A product XY has the same nonzero eigenvalues as YX, so this reduces to a six-by-six determinant:

det D′/det D = det(1 − δR),  R = BᵀD⁺B.

For a mode with unit eigenvector v and eigenvalue ω², the fraction of its elastic energy held in a bond with column b is (bᵀv)²/ω². The diagonal element R_bb = bᵀD⁺b is the sum of these fractions over all modes of one component. To find it, sum over all 3M bonds of a cell with M atoms. The sum of all the bond matrices is D itself, so the diagonal elements for all bonds add up to the trace of D⁺D, which is M − 1. All bonds of the unperturbed lattice are equivalent, hence

R_bb = (M − 1)/(3M) → 1/3 in a large cell.

To first order in δ, ln det(1 − δR) ≈ −δ Tr R = −6δ/3. Multiplying by −k/2 and by three components gives

ΔS ≈ 3δk = 0.57 k.

The full calculation gives the following.

- For a cell 4 atoms on a side, ΔS = 0.597 k and the largest mode shift is 3.7 percent.
- For a cell 10 atoms on a side, ΔS = 0.606 k and the largest mode shift is 1.0 percent.

Here the frequencies before and after are paired in ascending order. The individual shifts shrink while their sum settles: between sides of 8 and 10 atoms the entropy changes by only 0.0006 k. The effect has not disappeared; in this equal-mass lattice it has spread over many extended modes. In an oxide with heavy cations and light oxygen, a weakened site can also bind localized modes, whose shifts stay finite as the cell grows. The entropy gain in the model lattice is, however, smaller than 1.90 k, and the concentration factor is 1.83 instead of 6.66.

You would obtain 18 modes softened by ten percent if you clamped every atom except the six neighbours and multiplied their whole 18 × 18 force-constant block by 0.81. Every eigenvalue ω² of that block then falls by the factor 0.81. For a real defect in a full cell, as long as the modes are classical and harmonic, use the sum of logarithms over all vibrational modes, rather than a count of neighbours multiplied by a guessed shift. If the comparison is with the perfect crystal, the substituted atom also has a different mass. The sum then contains about (3/2)k ln(m′/m) even when no spring changes, for example −1.31 k for titanium on an indium site. That part cancels against the reservoirs, as shown above, so the reservoir entropies must be included before the sum is turned into a concentration factor.

**Numbers for a film**

Take an anneal at 673 K, where kT = 0.0580 eV. Use 3×10²² cation sites per cm³, a rough value for indium oxide, and choose g = 1.0 eV before softening. Then

c = 3×10²² exp(−1.0/0.057995) = 9.7×10¹⁴ cm⁻³,
c′ = 6.66c = 6.5×10¹⁵ cm⁻³.

The final site fraction is 2.2×10⁻⁷, so site filling is negligible. The same increase would follow from lowering the formation energy by

TΔS = kT ln r = 0.110 eV.

An error of 0.11 eV in the formation energy thus matters as much as omitting this softening.

**When the modes are not quite classical**

Let all 18 modes start at 50 meV, a rough value for oxygen vibrations, and define y = ħω/kT = 0.862. Summing the oscillator levels as a geometric series gives

Z = Σ exp[−(n + ½)y] = 1/[2 sinh(y/2)].

For small y, ln[2 sinh(y/2)] = ln y + y²/24 + …, so per mode

F/kT = ln y + y²/24 + ….

Since y is proportional to 1/T, the energy is U/kT = y ∂(F/kT)/∂y = 1 + y²/12 + …. Subtracting F/kT gives

S/k = 1 − ln y + y²/24 + ….

Now replace y by sy, subtract the original values and multiply by N:

ln(c′/c) = −N ln s + N y²(1 − s²)/24 + …,
ΔS/k = −N ln s − N y²(1 − s²)/24 + ….

The corrections have opposite signs. Here each has size 18 × 0.743 × 0.19/24 = 0.106. The full level sums give ΔS = 1.79 k but c′/c = 7.40. The entropy gain is smaller, yet the concentration factor is larger, because the average energy no longer stays fixed. Zero-point energy falls by 0.045 eV; extra thermal excitation of the softer modes offsets part of this, but the net energy still falls. Outside the classical limit, exp(ΔS/k) is therefore not the concentration factor.

At 300 K the corresponding values are 1.44 k and 11.0. That factor assumes equilibrium at 300 K. If the defects were frozen in during cooling, the higher temperature at which exchange stopped is the relevant one.

**Anharmonicity and the Fermi level**

Softer modes reach larger displacements, so they feel anharmonic terms more strongly. Let u = x√(K/kT) and add a term au⁴ to the potential energy divided by kT. Before softening, the harmonic average of u⁴ is 3; choose 3a = 0.01. After softening, the average is larger by the factor 1/s⁴ = 1.524. To first order, ln(c′/c) changes by

−18 × 0.01 × (1.524 − 1) = −0.094.

The full classical integral gives a factor of 6.13, about 8 percent below the harmonic value. A positive quartic term restrains the softened modes.

A singly charged donor also releases an electron. Its formation free energy rises with the Fermi level E_F, so c is proportional to exp(−E_F/kT). For non-degenerate electrons n is proportional to exp(E_F/kT), and hence c is proportional to 1/n. Let n_b be the background electron density, supplied by other donors whose number is held fixed, and c₀ the donor density calculated at n = n_b. (If those donors also equilibrated, their number would fall as n rises, and the feedback would be weaker than found below.) With softening, and with every donor ionized,

c = r c₀ n_b/n,  n = n_b + c.

Eliminating n gives

c² + n_b c − r c₀ n_b = 0,
c = ½[−n_b + √(n_b² + 4r c₀ n_b)].

The positive root is required because c is a density. The unsoftened case has r = 1. For n_b = 10¹⁷ cm⁻³, the donor density rises from 9.6×10¹⁴ to 6.1×10¹⁵ cm⁻³, a factor of 6.34. If the donors supply all the electrons, then n = c, so c² is proportional to r and the factor is only √r = 2.58. With a rough effective mass of 0.3 electron masses, degeneracy changes the electron density by about 0.3 percent at the background density, so it is unimportant here.

**How close is this to a real film?**

The site density and mode energy are in the range of indium oxide, but the formation energy and background density are chosen values. Tin-doped indium oxide used as a transparent electrode is far from this example: it contains percent-level tin and roughly 10²⁰ to 10²¹ electrons per cm³, so neither dilute sites nor non-degenerate electrons can be assumed. The tin content is also largely set during deposition. If that total is fixed and all the tin already occupies cation sites, softening cannot raise its concentration: the factor is 1, not 6.66. Pure amorphous indium oxide would also be expected to crystallize before or during a 673 K anneal, so an amorphous version of the example needs a composition that resists crystallization.

Disorder by itself need not spoil the ratio. For a Gaussian spread σ of formation energies, completing the square in the average of exp(−E/kT) multiplies the dilute concentration by

exp[σ²/(2k²T²)].

For σ = 0.1 eV this is 4.42, both before and after softening. The ratio remains 6.66 provided that every site softens equally and the low-energy sites stay dilute. Thermal expansion, defect association and incomplete equilibration are not included in these estimates. The numerical output below gives the values with more digits.

Computed results

```
number of softened modes: 18
frequency multiplier: 0.9
force-constant multiplier: 0.81
anneal temperature: 673 K
thermal energy kT: 57.995 meV
mode energy before softening: 50 meV
mode force constant: 153.31 N/m
rms displacement before softening: 7.785 pm
entropy gain per mode: 0.10536 k
entropy gain, phase-space integral: 1.8965 k
entropy gain, formula: 1.8965 k
entropy gain, converted: 0.16343 meV/K
linear entropy estimate: 1.8 k
concentration factor, phase-space integral: 6.6625
concentration factor, formula: 6.6625
equivalent formation-energy decrease: 0.10999 eV
entropy if stiffness falls 10 percent: 0.94824 k
factor if stiffness falls 10 percent: 2.5812
initial weight in dilute count: 0.0001
counted dilute concentration factor: 6.6587
initial weight in crowded count: 0.1
counted crowded concentration factor: 4.3983
cubic cell L=4: entropy 0.59739 k, largest mode shift 3.749 percent
cubic cell L=6: entropy 0.60391 k, largest mode shift 2.010 percent
cubic cell L=8: entropy 0.60550 k, largest mode shift 1.607 percent
cubic cell L=10: entropy 0.60607 k, largest mode shift 1.022 percent
bond share of a mode per component, L=10: 0.333
factor from 18 weakened springs, L=10: 1.8332
mode energy over kT at anneal: 0.86215
quantum entropy gain at anneal: 1.794 k
quantum concentration factor at anneal: 7.3982
quantum entropy gain at 300 K: 1.4428 k
quantum equilibrium factor at 300 K: 11.042
zero-point energy decrease: 0.045 eV
quartic average over kT before softening: 0.01
concentration factor with quartic term: 6.1272
cation site density: 3e+22 cm^-3
formation free energy before softening: 1 eV
defect density before softening: 9.7408e+14 cm^-3
defect density after softening: 6.4898e+15 cm^-3
site fraction after softening: 2.1633e-07
background electron density: 1e+17 cm^-3
effective mass: 0.3 electron masses
conduction-band effective density: 1.3855e+19 cm^-3
relative carrier degeneracy correction: -0.25484 percent
donor density before, with feedback: 9.6475e+14 cm^-3
donor density after, with feedback: 6.1149e+15 cm^-3
factor with Fermi-level feedback: 6.3383
factor without background carriers: 2.5807
site-energy standard deviation: 0.1 eV
density gain from site-energy spread: 4.422
softening factor with site-energy spread: 6.6624
```
